# Triplet pairing under antisymmetric spin-orbit coupling: survival, mixing and line nodes

## 1. What symmetry allows

Consider a metal without an inversion centre, with normal-state Hamiltonian

\[
h(\mathbf k)=\xi(\mathbf k)+\alpha\,\mathbf g(\mathbf k)\cdot\boldsymbol\sigma,\qquad \xi(-\mathbf k)=\xi(\mathbf k),\quad \mathbf g(-\mathbf k)=-\mathbf g(\mathbf k).
\]

The oddness of \(\mathbf g\) follows from time reversal. The gap matrix is

\[
\Delta(\mathbf k)=[\psi(\mathbf k)+\mathbf d(\mathbf k)\cdot\boldsymbol\sigma]\,i\sigma_y ,
\]

with \(\psi\) even and \(\mathbf d\) odd, as Fermi antisymmetry requires.

Rotating the spin axes of \(\mathbf g\) and \(\mathbf d\) together changes nothing. At each \(\mathbf k\), the terms quadratic in the gap can therefore contain only \(|\psi|^2\), \(|\mathbf d|^2\), \(|\hat{\mathbf g}\cdot\mathbf d|^2\), \(\psi^*\hat{\mathbf g}\cdot\mathbf d\) with its conjugate, and \(i\hat{\mathbf g}\cdot(\mathbf d\times\mathbf d^*)\). The last is odd in \(\mathbf k\) and sums to zero.

Two consequences follow. A triplet state can be affected differently according to how much of \(\mathbf d\) lies along \(\hat{\mathbf g}\). The singlet couples to that parallel component, with a coefficient odd in \(\alpha\). By dimensions, the suppression depends on \(\alpha|\mathbf g|/T\), provided the pairing cutoff and the Fermi energy are much larger than both energies.

The calculation below supplies the coefficients. It assumes weak coupling, mean field, no impurities and zero pair momentum. Units are \(\hbar=k_B=1\).

## 2. The pair function

To first order in the gap,

\[
F(\mathbf k,i\omega)=G(\mathbf k,i\omega)\,\Delta(\mathbf k)\,G^T(-\mathbf k,-i\omega),\qquad G=[i\omega-h]^{-1},
\]

where \(\omega=(2n+1)\pi T\). Since \(\mathbf g\) is odd,

\[
G^T(-\mathbf k,-i\omega)=[-i\omega-\xi+\alpha\mathbf g\cdot\boldsymbol\sigma^T]^{-1}.
\]

Moving \(i\sigma_y\) to the right with \(i\sigma_y\boldsymbol\sigma^T=-\boldsymbol\sigma\,i\sigma_y\) gives

\[
F=\frac{1}{i\omega-\xi-\alpha\mathbf g\cdot\boldsymbol\sigma}\,(\psi+\mathbf d\cdot\boldsymbol\sigma)\,\frac{1}{-i\omega-\xi-\alpha\mathbf g\cdot\boldsymbol\sigma}\,i\sigma_y .
\]

Let \(a=\alpha|\mathbf g|\), with \(\alpha>0\), and let \(P_\lambda=(1+\lambda\hat{\mathbf g}\cdot\boldsymbol\sigma)/2\) project on the sheet \(\lambda=\pm1\), of energy \(\varepsilon_\lambda=\xi+\lambda a\). Split \(\mathbf d=\mathbf d_\parallel+\mathbf d_\perp\) relative to \(\hat{\mathbf g}\). Then

\[
P_\lambda(\psi+\mathbf d\cdot\boldsymbol\sigma)P_\lambda=(\psi+\lambda\,\mathbf d\cdot\hat{\mathbf g})P_\lambda,
\]
\[
P_\lambda(\psi+\mathbf d\cdot\boldsymbol\sigma)P_{-\lambda}=P_\lambda\,\mathbf d_\perp\cdot\boldsymbol\sigma
=\tfrac12[\mathbf d_\perp+i\lambda\,\hat{\mathbf g}\times\mathbf d_\perp]\cdot\boldsymbol\sigma .
\]

Thus \(\psi\) and \(\mathbf d_\parallel\) pair electrons within one sheet, while \(\mathbf d_\perp\) pairs electrons on different sheets. The corresponding denominators are

\[
(i\omega-\varepsilon_\lambda)(-i\omega-\varepsilon_\lambda)=\omega^2+\varepsilon_\lambda^2,
\]
\[
(i\omega-\xi-\lambda a)(-i\omega-\xi+\lambda a)=\xi^2-(i\omega-\lambda a)^2=\xi^2+(\omega+i\lambda a)^2 .
\]

For now take a flat density of states, equal on both sheets. The formula \(\int d\xi/(\xi^2+z^2)=\pi/z\), valid for \(\mathrm{Re}\,z>0\), gives \(\pi/|\omega|\) within a sheet. Between sheets, \(z=|\omega|+i\lambda a\,\mathrm{sgn}\,\omega\), so that

\[
\frac{\pi}{z}=\frac{\pi(|\omega|-i\lambda a\,\mathrm{sgn}\,\omega)}{\omega^2+a^2}.
\]

Multiplying by the projected \(\mathbf d_\perp\) term and summing over \(\lambda\) leaves

\[
\frac{\pi\,[\,|\omega|\,\mathbf d_\perp+a\,\mathrm{sgn}(\omega)\,\hat{\mathbf g}\times\mathbf d_\perp]\cdot\boldsymbol\sigma}{\omega^2+a^2}.
\]

The second part cancels between \(\omega\) and \(-\omega\). After this average,

\[
\int d\xi\,F\,(i\sigma_y)^{-1}\;\to\;\frac{\pi}{|\omega|}(\psi+\mathbf d_\parallel\cdot\boldsymbol\sigma)+\frac{\pi|\omega|}{\omega^2+a^2}\,\mathbf d_\perp\cdot\boldsymbol\sigma .
\]

The Cooper logarithm comes from the sum of \(1/|\omega|\) at small \(\omega\). The splitting cuts it off for \(\mathbf d_\perp\) and leaves it intact for \(\mathbf d_\parallel\).

## 3. The transition temperature of a triplet state

Write \(\mathbf d=\Delta_t\mathbf D(\mathbf k)\), with \(\langle|\mathbf D|^2\rangle=1\) averaged over the Fermi surface. For dimensionless attraction \(v_t\) and frequency cutoff \(\omega_c\), the linear gap equation is

\[
\frac1{v_t}=2\pi T\sum_{0<\omega<\omega_c}\left\langle\frac{|\mathbf D_\parallel|^2}{\omega}+\frac{\omega|\mathbf D_\perp|^2}{\omega^2+a^2}\right\rangle .
\]

Substitute \(|\mathbf D_\parallel|^2=|\mathbf D|^2-|\mathbf D_\perp|^2\). The full weight multiplies

\[
L(T)=2\pi T\sum_{0<\omega<\omega_c}\frac1\omega=\sum_{n=0}^{\omega_c/2\pi T}\frac1{n+\frac12}\simeq\ln\frac{2e^{\gamma}\omega_c}{\pi T},
\]

where \(\gamma\) is Euler's constant. With \(x=a/2\pi T\), the remainder is \(-\langle|\mathbf D_\perp|^2f(x)\rangle\), where

\[
f(x)=\sum_{n\ge0}\left[\frac1{n+\frac12}-\frac{n+\frac12}{(n+\frac12)^2+x^2}\right]
=\sum_{n\ge0}\frac{x^2}{(n+\frac12)[(n+\frac12)^2+x^2]} .
\]

The series of the digamma function \(\Psi\) identifies this as \(f(x)=\mathrm{Re}\,\Psi(\tfrac12+ix)-\Psi(\tfrac12)\). The sum was extended to infinity, which requires \(a\ll\omega_c\). Without spin-orbit coupling \(1/v_t=L(T_{c0})\), and subtraction gives

\[
\boxed{\;\ln\frac{T_c}{T_{c0}}=-\left\langle|\mathbf D_\perp|^2\,f\!\left(\frac{\alpha|\mathbf g|}{2\pi T_c}\right)\right\rangle\;}
\]

Every term of \(f\) is positive for \(x\ne0\). Hence \(T_c=T_{c0}\) requires \(\mathbf D_\perp=0\) wherever \(\mathbf g\ne0\), apart from sets of zero weight. The surviving state may be \(\mathbf g(\mathbf k)\) times an even scalar function, but the pairing interaction must support it.

If several states share one coupling, the average becomes the matrix \(Q_{ij}=\langle\mathbf D_{i\perp}^*\cdot\mathbf D_{j\perp}f\rangle\). It has no negative eigenvalues, and a zero eigenvalue again means a parallel state.

For weak spin-orbit coupling, \(x\ll1\), \(f\simeq x^2\sum(n+\frac12)^{-3}=7\zeta(3)x^2\), so

\[
\ln\frac{T_c}{T_{c0}}\simeq-\frac{7\zeta(3)}{4\pi^2}\frac{\alpha^2}{T_{c0}^2}\langle|\mathbf D_\perp|^2|\mathbf g|^2\rangle .
\]

For strong spin-orbit coupling, \(x\gg1\), \(f(x)\simeq\ln(4e^\gamma x)\). Define \(w=\langle|\mathbf D_\perp|^2\rangle\) and \(\ell=\langle|\mathbf D_\perp|^2\ln|\mathbf g|\rangle\). Then

\[
\ln\frac{T_c}{T_{c0}}=-w\ln\frac{2e^\gamma\alpha}{\pi T_c}-\ell .
\]

For \(w<1\), collecting the terms in \(\ln T_c\) gives

\[
\frac{T_c}{T_{c0}}=\left(\frac{\pi T_{c0}}{2e^\gamma\alpha}\right)^{w/(1-w)}e^{-\ell/(1-w)} .
\]

Partly parallel states are thus suppressed as a power of \(\alpha\), within \(\alpha\ll\omega_c\). For \(w=1\), \(T_c\) cancels and the transition line reaches zero temperature at

\[
\alpha_c=\frac{\pi T_{c0}}{2e^\gamma}\,e^{-\ell}.
\]

## 4. The nine p-wave states

Take a spherical Fermi surface and \(\mathbf g=(\hat k_y,-\hat k_x,0)\), so \(|\mathbf g|=s=\sin\theta\). Give all nine states \(D_i=\sum_jA_{ij}\hat k_j\) the same coupling. Parallelism requires \(D_z=0\) and \(D_x\hat k_x+D_y\hat k_y=0\) for every direction. The second condition removes \(A_{xx},A_{yy},A_{xz},A_{yz}\) and sets \(A_{yx}=-A_{xy}\). One state remains:

\[
\mathbf D=\sqrt{3/2}\,(\hat k_y,-\hat k_x,0).
\]

Diagonalizing the nine-state matrix also finds one zero eigenvalue.

The states \((k_x,k_y,0)\), \((0,0,k_z)\), \((0,0,k_x)\) and \((0,0,k_y)\) have \(w=1\). The other four, \((k_z,0,0)\), \((0,k_z,0)\), \((k_x,-k_y,0)\) and \((k_y,k_x,0)\), have \(w=\tfrac12\). In this basis \(Q\) is diagonal, so the boxed formula applies to each state separately. With \(\hat{\boldsymbol\rho}=(\cos\phi,\sin\phi,0)\), the perpendicular parts lie either along \(\hat{\mathbf z}\), with azimuthal factors \(1,\cos\phi,\sin\phi\), or along \(\hat{\boldsymbol\rho}\), with factors \(1,\cos\phi,\sin\phi,\cos2\phi,\sin2\phi\). Every cross term therefore vanishes, either pointwise or in the average over \(\phi\). For example, \(\sqrt3\hat k_z\hat{\mathbf x}\) has perpendicular weight \(3\cos^2\theta\cos^2\phi\), whose average is \(\tfrac12\).

The logarithmic averages follow from integration by parts, with \(c=\cos\theta\):

\[
\int_0^1\ln(1-c^2)\,dc=-2\int_0^1\frac{c\,dc}{1+c}=2\ln2-2,
\]
\[
\int_0^1c^2\ln(1-c^2)\,dc=-\frac23\int_0^1\left(c^2+1-\frac1{1+c}\right)dc=\frac23\ln2-\frac89 .
\]

Because \(\ln s=\frac12\ln(1-c^2)\), the state \((0,0,k_z)\), with weight \(3c^2\), has \(\ell=\ln2-\frac43\). The states \((k_x,k_y,0)\) and \((0,0,k_x)\), with azimuthally averaged weight \(\frac32s^2\), have \(\ell=\ln2-\frac56\). Therefore

\[
\frac{\alpha_c}{T_{c0}}=\frac{\pi}{4e^\gamma}e^{4/3}=1.673
\quad\text{and}\quad
\frac{\pi}{4e^\gamma}e^{5/6}=1.015,
\]

respectively. The first state is more resistant because its weight is concentrated near the poles, where \(\mathbf g\) is small.

The lines extend beyond these endpoints at finite temperature, to about 1.88 and 1.23. Between endpoint and maximum the linear equation has more than one solution, so a solver must search downward from \(T_{c0}\) for the highest root. Beyond the maximum there is no continuous transition at zero pair momentum. Discontinuous transitions and finite pair momentum are not decided by this equation.

For \(w=\frac12\), both the weight and \(\ell\) are halved. The large-\(x\) law becomes \(T_c/T_{c0}=1.673\,T_{c0}/\alpha\) for \((k_z,0,0)\) and \(1.015\,T_{c0}/\alpha\) for \((k_x,-k_y,0)\). At \(\alpha=100T_{c0}\) the boxed equation gives 0.01673 and 0.01015, in agreement. These values require \(\omega_c\gg100T_{c0}\). With the upper limit \(\omega_c/2\pi T\) kept finite and treated as continuous, they rise to about 0.0175 and 0.0111 at \(\omega_c=200T_{c0}\), and the shift falls below one percent at \(\omega_c=1000T_{c0}\). These states are strongly suppressed, but their transition has not vanished.

## 5. Unequal sheets mix singlet and triplet

The mixing coefficient needs the density difference neglected so far. In hartree atomic units with electron mass 1, use

\[
\varepsilon_\lambda=\frac{k^2}{2}-E_F+\lambda\alpha\frac{k}{k_F}s,\qquad k_F=\sqrt{2E_F},\qquad \eta=\frac{\alpha}{2E_F}=\frac{\alpha}{k_F^2}.
\]

Setting \(\varepsilon_\lambda=0\) gives \(k^2+2\lambda\eta sk_Fk-k_F^2=0\). Its positive root and radial velocity are

\[
k_\lambda=k_F(R-\lambda\eta s),\qquad v=k_\lambda+\lambda\eta sk_F=k_FR,\qquad R=\sqrt{1+\eta^2s^2}.
\]

The density per direction is proportional to \(k_\lambda^2/v\). Relative to its value \(k_F\) without splitting,

\[
n_\lambda=\frac{(R-\lambda\eta s)^2}{R},\qquad \frac{n_+-n_-}{2}=-2\eta s .
\]

Now combine an isotropic singlet \(\Delta_s\) with the protected triplet. Since \(\mathbf D\cdot\hat{\mathbf g}=u\), where \(u=\sqrt{3/2}\,s\), the sheet gaps are

\[
\Delta_\lambda=\Delta_s+\lambda\Delta_tu .
\]

The \(\xi\)-integrated pair function is proportional to \(\sum_\lambda P_\lambda n_\lambda\Delta_\lambda\). Half its trace gives the singlet part. Half its trace with \(\hat{\mathbf g}\cdot\boldsymbol\sigma\) gives the parallel triplet part. For couplings \(v_s,v_t\), positive for attraction,

\[
\Delta_s=v_sL\left\langle\tfrac12\sum_\lambda n_\lambda\Delta_\lambda\right\rangle,\qquad
\Delta_t=v_tL\left\langle\tfrac u2\sum_\lambda\lambda n_\lambda\Delta_\lambda\right\rangle .
\]

Here \(L=\int_0^{\omega_c}d\xi\,\tanh(\xi/2T)/\xi\), with energy measured from each sheet. It has the same logarithmic limit as before. No sheet-to-sheet pairing enters, so this step does not require \(\alpha\ll\omega_c\).

Inserting \(\Delta_\lambda\) gives

\[
\frac1L\begin{pmatrix}\Delta_s\\\Delta_t\end{pmatrix}
=\begin{pmatrix}v_sM_{ss}&v_sM_{st}\\v_tM_{st}&v_tM_{tt}\end{pmatrix}
\begin{pmatrix}\Delta_s\\\Delta_t\end{pmatrix},
\]

with \(M_{ss}=\langle(n_++n_-)/2\rangle\), \(M_{tt}=\langle u^2(n_++n_-)/2\rangle\) and

\[
M_{st}=\left\langle u\frac{n_+-n_-}{2}\right\rangle=-2\eta\sqrt{\tfrac32}\,\langle s^2\rangle=-\frac{2\sqrt6}{3}\eta .
\]

Let \(A=v_sM_{ss}\) and \(B=v_tM_{tt}\). The larger eigenvalue and its gap ratio are

\[
\Lambda=\frac{A+B}{2}+\sqrt{\frac{(A-B)^2}{4}+v_sv_tM_{st}^2},\qquad
r=\frac{\Delta_s}{\Delta_t}=\frac{v_sM_{st}}{\Lambda-A},
\]

and \(T_c=(2e^\gamma/\pi)\omega_ce^{-1/\Lambda}\).

For attractive \(v_s\) and \(v_t\), \(\Lambda>A\) and \(r<0\), which puts the larger gap on sheet \(-\), where the density is larger. For attractive \(v_s\) and repulsive \(v_t\), \(\Lambda<A\) and \(r>0\). Repulsive \(v_s\) reverses the sign in the triplet-led state. If \(v_s=0\), the triplet induces a singlet pair amplitude but no singlet gap. The diagonal elements differ from 1 at order \(\eta^2\), so the protected state's unchanged \(T_c\) in Section 3 is a statement for equal, flat densities.

## 6. Excitation energies and the condition for nodes

Transform the hole block of the Bogoliubov matrix with \(i\sigma_y\). The identity of Section 2 turns \(-h^T(-\mathbf k)\) into \(-h(\mathbf k)\), giving

\[
H=\begin{pmatrix}\xi+\alpha\mathbf g\cdot\boldsymbol\sigma&\psi+\mathbf d\cdot\boldsymbol\sigma\\
(\psi+\mathbf d\cdot\boldsymbol\sigma)^\dagger&-\xi-\alpha\mathbf g\cdot\boldsymbol\sigma\end{pmatrix}.
\]

For \(\mathbf d\parallel\mathbf g\), every block is a function of \(\hat{\mathbf g}\cdot\boldsymbol\sigma\), which can be replaced by \(\lambda\). Each resulting two-by-two matrix has energies

\[
E=\pm\sqrt{\varepsilon_\lambda^2+|\Delta_\lambda|^2} .
\]

A node therefore needs \(\varepsilon_\lambda=0\) and \(\Delta_\lambda=0\). Time-reversal symmetry makes \(\Delta_s/\Delta_t\) real. These are then two real conditions in three-dimensional momentum space, and their generic solution is a line. In this model,

\[
\sin\theta_0=\frac{|r|}{\sqrt{3/2}},\qquad 0<|r|<\sqrt{3/2},\qquad \lambda_0=-\mathrm{sgn}(r).
\]

There are two circles, at \(\theta_0\) and \(\pi-\theta_0\), both on sheet \(\lambda_0\). On the other sheet the two contributions add, and its gap is at least \(|\Delta_s|\).

For \(\mathbf d\parallel\mathbf g\) and any form of \(\mathbf g\), the requirement is that \(|\psi|\) equal \(|\mathbf d\cdot\hat{\mathbf g}|\) somewhere on the sheet where their signs oppose. A real perpendicular component moves the zero to \((\psi^2-d_\parallel^2)(a^2+\psi^2)=\psi^2|\mathbf d_\perp|^2\), a small shift only when \(a\gg|\mathbf d_\perp|\). A large triplet part is insufficient by itself. For \(\mathbf d\propto\mathbf g=\hat{\mathbf k}\) and isotropic \(\psi\), both sheet gaps are constant, so there are no line nodes; at equal magnitudes one entire sheet becomes gapless.

A relative phase \(\chi\) between singlet and triplet gives

\[
|\Delta_\lambda|^2=|\Delta_s|^2+u^2|\Delta_t|^2+2\lambda u|\Delta_s\Delta_t|\cos\chi .
\]

With \(\Delta_s\ne0\), this cannot vanish unless \(\cos\chi=\pm1\). Broken time reversal can thus remove the lines.

A real, purely perpendicular \(\mathbf d\) couples opposite sheets instead. Its energies are \(\lambda a\pm\sqrt{\xi^2+|\mathbf d_\perp|^2}\), which reach zero when \(a\ge|\mathbf d_\perp|\). Such pairing does not gap the separated sheets.

Near zeros of \(\mathbf g\), the splitting \(2a\) can fall below the gap. The energy formula remains valid there for parallel \(\mathbf d\), but the picture of two well-separated sheets does not.

## 7. A model metal

Take \(E_F=0.2\), \(\alpha=0.04\) and \(\omega_c=0.001\) hartree, with \(v_t=0.25\). Then \(\eta=0.1\) and \(M_{st}=-0.1633\). Because \(\alpha>\omega_c\), the suppression results of Sections 3 and 4 do not apply to these parameters. The calculation here concerns the protected triplet and its singlet partner.

For \(v_s=0.20\), \(A=0.20\times1.00997=0.2020\) and \(B=0.25\times1.01196=0.2530\). Hence

\[
\Lambda=0.2275+\sqrt{(0.0255)^2+0.05(0.1633)^2}=0.2720,
\]
\[
r=\frac{0.20(-0.1633)}{0.27203-0.20199}=-0.466 .
\]

This gives \(T_c=2.87\times10^{-5}\) hartree, or 9.07 K. The triplet without mixing would have 6.88 K. At \(T_c\), \(\sin\theta_0=0.466/1.225=0.381\), so the node circles lie at \(22.4^\circ\) and \(157.6^\circ\) on sheet \(+\).

Below \(T_c\), the common factor \(L\) must be replaced inside each average by

\[
\int_0^{\omega_c}d\xi\,\frac{\tanh(E/2T)}{E},\qquad E=\sqrt{\xi^2+\Delta_\lambda^2}.
\]

At zero temperature this integral is \(\operatorname{arsinh}(\omega_c/|\Delta_\lambda|)\). Solving the two equations gives \(r=-0.325\) and moves the first node circle to \(15.4^\circ\). The node position at \(T_c\) is therefore not a substitute for the low-temperature solution. At this circle the sheet splitting is \(2.1\times10^{-2}\) hartree, far above the other sheet's gap of \(2.6\times10^{-5}\) hartree.

| \(v_s\) | \(T_c\) (K) | \(r\) at \(T=0\) | Line nodes at \(T=0\) |
|---|---|---|---|
| 0.20 | 9.07 | −0.325 | sheet +, 15.4° |
| 0.30 | 17.17 | −3.30 | none |
| −0.10 | 6.67 | +0.049 | sheet −, 2.3° |

Each listed angle has a partner at \(180^\circ-\theta_0\). In the second case \(|r|>\sqrt{3/2}\), and the singlet keeps both sheets gapped. In the third, singlet repulsion lowers \(T_c\) below the unmixed value and moves the nodes to the other sheet.

## 8. Low-energy density of states

Let \(N_0\) be the total density of states without splitting. Then

\[
\frac{N(E)}{N_0}=\left\langle\frac12\sum_\lambda n_\lambda\,\mathrm{Re}\frac{E}{\sqrt{E^2-\Delta_\lambda^2}}\right\rangle .
\]

Near a circle, \(d\theta=d\Delta/(\sqrt{3/2}\,|\Delta_t|\cos\theta_0)\). The angular average contributes \(\frac12\sin\theta_0\) per circle, hence \(\sin\theta_0\) for both. With

\[
\int_{-E}^{E}\frac{E\,d\Delta}{\sqrt{E^2-\Delta^2}}=\pi E,
\]

the leading result is

\[
\frac{N(E)}{N_0}\simeq\frac{n_{\lambda_0}(\theta_0)}{2}\,\frac{\pi E\tan\theta_0}{\sqrt{3/2}\,|\Delta_t|} .
\]

It holds when \(E\) is small compared with \(|\Delta_s|\) and with the nodal sheet's gap at the equator. For \(v_s=0.20\) at zero temperature, \(|\Delta_t|=3.97\times10^{-5}\) hartree and the slope is \(8.41\times10^3\) per hartree. A direct count of states up to \(0.02|\Delta_s|\) agrees with this linear law, as recorded in the numerical output.

## Calculated quantities

```
p-wave states with unchanged Tc: 1 of 9
Tc/Tc0 at alpha/(kB Tc0) = 1.0 10.0 100.0 (0 = no transition)
 d=(ky,-kx,0)  perp. weight 0.000: 1.00000 1.00000 1.00000
 d=(kx,ky,0)   perp. weight 1.000: 0.78209 0.00000 0.00000
 d=(0,0,kz)    perp. weight 1.000: 0.90747 0.00000 0.00000
 d=(0,0,kx)    perp. weight 1.000: 0.78209 0.00000 0.00000
 d=(kz,0,0)    perp. weight 0.500: 0.95703 0.16804 0.01673
 d=(kx,-ky,0)  perp. weight 0.500: 0.91073 0.10149 0.01015
alpha/(kB Tc0): end of line at T=0, largest value on line
 d=(kx,ky,0)   1.015 1.230
 d=(0,0,kz)    1.673 1.875
 d=(0,0,kx)    1.015 1.230
E_F = 0.2 hartree, alpha = 0.04 hartree
cutoff = 0.001 hartree, v_t = 0.25, eta = 0.100
equator densities n+, n- = 0.8149, 1.2149
M_ss, M_st, M_tt = 1.00997, -0.16330, 1.01196
Tc, triplet without mixing = 2.1773e-05 hartree = 6.875 K
singlet coupling v_s = 0.20: eigenvalue 0.27203
 Tc = 2.8711e-05 hartree = 9.066 K
 Delta_s/Delta_t at Tc = -0.4663, at T=0 = -0.3245
 |Delta_t| at T=0 = 3.9729e-05 hartree
 Tc: node on sheet +1, theta = 22.38 and 157.62 deg
 T=0: node on sheet +1, theta = 15.36 and 164.64 deg
 at T=0 node: splitting 2.120e-02, other-sheet gap 2.579e-05 hartree
singlet coupling v_s = 0.30: eigenvalue 0.32922
 Tc = 5.4377e-05 hartree = 17.171 K
 Delta_s/Delta_t at Tc = -1.8674, at T=0 = -3.3009
 |Delta_t| at T=0 = 2.3855e-05 hartree
 Tc: no line node
 T=0: no line node
singlet coupling v_s = -0.10: eigenvalue 0.25110
 Tc = 2.1133e-05 hartree = 6.673 K
 Delta_s/Delta_t at Tc = 0.0464, at T=0 = 0.0493
 |Delta_t| at T=0 = 3.5181e-05 hartree
 Tc: node on sheet -1, theta = 2.17 and 177.83 deg
 T=0: node on sheet -1, theta = 2.31 and 177.69 deg
 at T=0 node: splitting 3.220e-03, other-sheet gap 3.468e-06 hartree
v_s = 0.20, T=0: N(E)/(N0 E) = 8.4100e+03 per hartree
counted/predicted low-energy states = 1.00000
```
